Series Resistance and the Polarization Read from an Andreev Contact

PROBLEM

A superconducting tip touches a ferromagnetic metal. The contact alone has a normal-state resistance R_N = 10 ohm. Its conductance at zero bias, divided by its normal-state conductance, is g = 1.4. A further resistance R_s = 2 ohm, independent of current, lies in series with the contact and between the voltage leads.

The contact is ballistic, has no barrier, and is far below the critical temperature of the superconductor. Its spin polarization is defined by the numbers of open channels for majority and minority electrons, N↑ and N↓:

P = (N↑ − N↓)/(N↑ + N↓)

(a) Find the relation between g and P.

(b) Show that the measured conductance ratio is about 1.31.

(c) Calculate the error in P if the series resistance is ignored. For which contacts does the error change sign?

(d) Recover the true ratio from the measured resistances, and find where the gap edge appears on the measured voltage axis.

(e) Take the tip to be niobium at 4.2 K, with a gap Δ of roughly 1.5 meV. Estimate how temperature, a weak barrier, a normal-state reference taken at finite voltage, and the spreading resistance of the film affect the reading.

SOLUTION

(a) From conductance ratio to polarization

In the normal state each open channel of one spin contributes e²/h to the conductance, so

G_N = (N↑ + N↓) e²/h.

When the tip is superconducting, an electron with energy inside the gap cannot enter it as a single particle. It can enter as half of a Cooper pair if a second electron of opposite spin goes with it. The missing second electron appears in the ferromagnet as a reflected hole. This is Andreev reflection, and it transfers a charge 2e for each incident electron.

The hole needs an open channel of the opposite spin. There are N↓ majority channels with such a partner, and all N↓ minority channels have one. These 2N↓ paired channels each contribute 2e²/h.

The other N↑ − N↓ majority channels have no partner. Their hole cannot leave through the ferromagnet. It is turned back to the superconductor, is Andreev reflected again, and leaves as an electron. One electron came in and one went out, so no charge has passed. Therefore

G(0) = 2N↓ · 2e²/h = 4N↓ e²/h.

The definition of P gives

1 − P = 2N↓/(N↑ + N↓),

and hence

g = G(0)/G_N = 4N↓/(N↑ + N↓) = 2(1 − P),

P = 1 − g/2.

An unpolarized contact has g = 2, and a contact with majority channels only has g = 0. For the given contact,

P = 1 − 1.4/2 = 0.30.

(b) The measured ratio

Let V be the voltage across the contact, I the current, and U the voltage between the leads. Then

U = V + I R_s.

Differentiating with respect to I gives

dU/dI = dV/dI + R_s.

Differential resistances add; conductances do not. In the normal state dV/dI = R_N. At zero bias the contact conductance is g/R_N, so dV/dI = R_N/g. The two measured resistances are

high bias: R_N + R_s = 10 + 2 = 12 ohm,

zero bias: R_N/g + R_s = 10/1.4 + 2 = 7.143 + 2 = 9.143 ohm.

A conductance ratio is the inverse of the resistance ratio:

g_m = (R_N + R_s)/(R_N/g + R_s) = 12/9.143 = 1.3125.

This is the required value of about 1.31.

For the general form, write s = R_s/R_N and divide numerator and denominator by R_N:

g_m = (1 + s)/(1/g + s) = g(1 + s)/(1 + gs).

The same 2 ohm is a larger share of the total at zero bias, where the contact resistance is lower. This is why it does not cancel from the ratio.

The result depends on what "10 ohm" means. If it were the contact resistance at zero bias, R_N would be 14 ohm and the measured ratio would be 16/12 = 1.333. If it were the measured high-bias total, the contact would have 8 ohm and the ratio would be 1.296. The value 1.31 belongs to the reading stated in the problem.

(c) The polarization error

If the series resistance is ignored, g_m takes the place of g:

P_app = 1 − g_m/2 = 1 − 1.3125/2 = 0.34375.

The error, apparent minus true, is

ΔP = 0.34375 − 0.30 = +0.04375.

The polarization is read too high by 4.4 percentage points, which is 14.6% of its true value. The ratio itself is only about 6% too low. The absolute changes in P and in g/2 are equal in size, but here P = 0.30 is smaller than g/2 = 0.70, so the relative error in P is larger.

To find the sign in general, start from

ΔP = (1 − g_m/2) − (1 − g/2) = (g − g_m)/2.

Insert g_m and use a common denominator:

g − g_m = g[(1 + gs) − (1 + s)]/(1 + gs) = gs(g − 1)/(1 + gs).

Thus

ΔP = gs(g − 1)/[2(1 + gs)].

For g = 1.4 and s = 0.2 this gives

ΔP = 1.4 · 0.2 · 0.4/(2 · 1.28) = 0.04375,

as before. For g > 0 all factors except g − 1 are positive, so the sign follows from g − 1:

- For g > 1, or P < 1/2, the polarization is overestimated.
- For g = 1, or P = 1/2, the error vanishes. The contact then has the same resistance in both measurements, and adding R_s to both leaves their ratio at one.
- For 0 < g < 1, or 1/2 < P < 1, the polarization is underestimated.

As an example of the last case, keep both resistances and take P = 0.7, so that g = 0.6:

ΔP = 0.6 · 0.2 · (−0.4)/(2 · 1.12) = −0.0214.

Series resistance therefore pulls the ratio towards one and the apparent polarization towards one half. It does not simply add to P.

Two limits show how the error grows. For gs much smaller than one,

ΔP ≈ s g(g − 1)/2,

which is linear in R_s. In the present case this approximation is too large by the factor 1 + gs = 1.28, so the full formula is needed. When both s and gs are much larger than one, g_m approaches one and ΔP approaches (g − 1)/2: the measurement then sees mostly the series resistor and gives P near 1/2. A contact with g = 0 is an exception: its zero-bias resistance is infinite, so g_m stays zero for any R_s.

With R_N = 10 ohm and g = 1.4 held fixed, the error is

R_s = 0.5 ohm: ΔP = +0.013
R_s = 1 ohm: ΔP = +0.025
R_s = 2 ohm: ΔP = +0.044
R_s = 5 ohm: ΔP = +0.082

Even a series resistance of one twentieth of the contact resistance shifts P by more than one percentage point.

(d) Correction and the voltage axis

If R_s is known, subtract it from each resistance before forming the ratio:

g = (12 − 2)/(9.143 − 2) = 10/7.143 = 1.40.

The same correction can be written in terms of ratios. From

g_m(1 + gs) = g(1 + s)

collect the terms in g:

g_m = g(1 + s − s g_m),

g = g_m/(1 + s − s g_m).

Here s contains the resistance of the contact alone, 10 ohm, and not the measured total of 12 ohm.

The series resistor also stretches the voltage axis. At low temperature the contact conductance is constant inside the gap, so I = gV/R_N there, and

U = V + (gV/R_N)R_s = V(1 + gs).

The gap edge lies at V = Δ/e across the contact. With Δ/e = 1.5 mV it is measured at

U = 1.5 mV · 1.28 = 1.92 mV.

A gap that appears too wide can thus be a sign of series resistance, provided that the gap of the tip is known independently and the edge is sharp. Thermal smearing also moves the apparent edge outwards. For this contact at 4.2 K the thermal shift is about half as large as the shift from the series resistor, so the position of the edge alone does not give R_s.

(e) Effects left out of the simple model

Conductance above the gap. Temperature and the choice of reference voltage both involve energies E above Δ. Inside the superconductor a quasiparticle has an electron amplitude u and a hole amplitude v, related by

ξu + Δv = Eu, with ξ = √(E² − Δ²).

Hence v/u = (E − ξ)/Δ. At an interface without a barrier, and with Δ small compared with the Fermi energy, an incident electron of amplitude 1 and a reflected hole of amplitude r match a transmitted wave c(u, v). This requires 1 = cu and r = cv, so r = v/u. Since Δ² = (E − ξ)(E + ξ), the Andreev reflection probability is

x = r² = (E − ξ)²/Δ² = (E − ξ)/(E + ξ).

A paired channel has conductance 1 + x in units of e²/h: one for the incident electron and x for the reflected hole. In an unpaired channel the hole is produced with probability x, is turned back, and becomes an outgoing electron with probability x again. The electron thus returns with probability x², and the conductance is 1 − x². The fractions of paired and unpaired channels are 1 − P and P, so

g(E) = (1 − P)(1 + x) + P(1 − x²) = 1 + (1 − P)x − Px².

Inside the gap x = 1, and this returns 2(1 − P).

Temperature. At zero bias the measured ratio is the average of g(E) with the weight −∂f/∂E, where f is the Fermi function:

g_T = ∫ g(E)(−∂f/∂E) dE.

At 4.2 K, kT = 0.362 meV and Δ/kT is about 4.1. The share of the weight outside the gap is 2/(exp(Δ/kT) + 1), or about 3%. Numerical integration for P = 0.30 gives g_T = 1.394 instead of 1.400. Read with the low-temperature formula, this raises P by 0.003. The correction at zero bias is small because the gap is several times kT and, without a barrier, the conductance is flat inside the gap. With a barrier the conductance rises towards the gap edge, and the thermal shift of P changes sign and grows: for P = 0.30 it is about −0.014 at Z = 0.2 and about −0.09 at Z = 0.5, with Z as defined below. The gap edge is affected more strongly: even without series resistance, the steepest fall of the conductance moves from 1.5 mV to about 1.7 mV.

Reference voltage. The ratio should be formed with the true normal-state conductance. Suppose that the reference is instead taken with 5 mV across the contact. At E = 5 meV the formula above gives g(E) = 1.016, so some Andreev reflection remains. Dividing by this reference lowers the ratio from 1.4 to 1.4/1.016 and raises the apparent P by 0.011. This estimate leaves out temperature and series resistance.

A weak barrier. Let every open channel have normal-state transmission T = 1/(1 + Z²), where Z measures the barrier strength, and let R = 1 − T. Assume zero temperature, and assume that the interface does not mix the channels differently for the two spins; such mixing would change the result below. At zero energy r = −i, so two Andreev reflections contribute a factor −1. An electron that has crossed the barrier may return as a hole at once, or after further round trips between barrier and superconductor. Each round trip contains two barrier reflections and two Andreev reflections, and multiplies the amplitude by −R. The magnitude of the total hole amplitude is

T(1 − R + R² − …) = T/(1 + R) = T/(2 − T).

A paired channel then has conductance 2T²/(2 − T)², compared with T in the normal state. Their ratio is

F = 2T/(2 − T)².

Since 2 − T = (1 + 2Z²)/(1 + Z²), this becomes

F = 2(1 + Z²)/(1 + 2Z²)².

Unpaired channels still carry nothing at zero bias, so

g = (1 − P)F, or P = 1 − g/F.

For Z = 0.2, F = 1.783 instead of 2. The same true ratio of 1.4 now implies

P = 1 − 1.4/1.783 = 0.215,

not 0.30. The measured ratio 1.3125 would give 0.264, so the series error becomes +0.049. At zero temperature even this weak barrier changes the inferred polarization by 0.085, about twice the series error. At 4.2 K thermal averaging raises F to about 1.81, and the ratio 1.4 implies P ≈ 0.23, against 0.297 without a barrier: a change of about 0.07, roughly 1.4 times the series error. One zero-bias ratio cannot determine both P and Z. The rest of the voltage dependence must help to separate them, and the voltage axis must first be corrected for R_s.

Contact size. Let D be the density of states per volume at the Fermi energy, v now the Fermi speed, l the mean free path and ρ the resistivity of the film. In a free-electron metal

1/ρ = e²Dvl/3.

For a ballistic circular opening of radius a, the average of v cos θ over electrons moving towards it, counted as a share of all electrons, is v/4. Therefore

1/R_N = e²Dv πa²/4.

Eliminating e²Dv = 3/(ρl) gives the Sharvin resistance

R_N = 4ρl/(3πa²).

Take as rough sizes ρl = 10⁻¹⁵ ohm m² and ρ = 5 microohm cm. Then a = 6.5 nm and l = 20 nm. The mean free path is about three times the radius: the contact is nearer to the ballistic side, but not deep in that limit. Its 10 ohm corresponds to h/(e²R_N), or about 2600 open channels of both spins together, so treating P as a continuous quantity is harmless.

Spreading resistance. The current must also spread through the film. Model the contact as a disc at constant potential on a thick conductor. A current density

j(q) = c/√(a² − q²),

with q the distance from the centre, carries the total current

I = ∫₀ᵃ 2πq j dq = 2πca.

A current element dI on the surface produces the potential ρ dI/(2πd) at distance d. At the centre the sum is

(ρ/2π) ∫₀ᵃ (j/q) 2πq dq = ρc ∫₀ᵃ dq/√(a² − q²) = πρc/2.

At another point of the disc, integrate along the chords through it. Each full chord contributes πc, and the chord directions cover an angle π, so the potential is again (ρ/2π)π²c = πρc/2. The disc is indeed at constant potential, and

R_spread = (πρc/2)/(2πca) = ρ/(4a) = 1.92 ohm.

This formula holds when the film is much thicker than a and l is much smaller than a. A film of thickness t adds a sheet term of roughly (ρ/2πt) ln(L/t) out to a distance L, about 4 ohm for t = 20 nm and L = 1 mm; this belongs to the distant part of the film. Here l is about three times a, which lowers the normal-state value by roughly a quarter, to about 1.5 ohm. Either value is comparable with the 2 ohm of the problem. If the 2 ohm already includes the spreading resistance, nothing changes. Suppose instead that it describes only the wiring and the distant part of the film, and that the spreading resistance is the same at both biases. With 1.92 ohm the series total is then 3.92 ohm and the error rises from +0.044 to +0.071 (about +0.066 with the lower value). In a ferromagnet the resistance is in general equal at both biases only if spin flips are frequent near the contact. Without spin flips, let the film conduct the two spins in the ratio (1 + β):(1 − β). At zero bias the spins carry equal currents, which multiplies R_spread by 1 + β²/(1 − β²). In the normal state the contact divides the current about as (1 + P):(1 − P), which multiplies it by about 1 + (P − β)²/(1 − β²). The zero-bias value is the larger only for β above about P/2. With 1.92 ohm the error then grows from +0.071 to +0.082 for β = 0.3 and +0.118 for β = 0.6, whereas it falls to +0.064 for β = 0 and +0.053 for β = −0.3. Separate voltage leads on the film remove the wiring from the measurement, but they cannot remove a resistance that arises within a few radii of the contact.

Comparison with a real measurement. The numbers above describe a niobium tip on a ferromagnetic film in liquid helium. The polarization of 0.30 chosen here is somewhat below the rough value of 0.4 measured in this way for iron and cobalt. With the values chosen above, the barrier has the largest effect: Z = 0.2 moves the inferred P from 0.30 to 0.215 at zero temperature, and to about 0.23 at 4.2 K. A smaller Z would have a smaller effect. The film's spreading resistance comes next if it has not been counted, adding about 0.02 to 0.03 to the error if it is the same at both biases. The 4.4 points found in part (c) follow from the circuit and the relation P = 1 − g/2. They can be removed once R_s is known, whereas the uncertainty in that relation remains after the circuit has been corrected.
